# Inverse-Square-Root Switching Time Just Above the Homogeneous Coercive Spinodal

## The hold time in a search for the coercive field

One way to locate the coercive field of a Landau model is to apply a constant field, integrate the polarization dynamics for a fixed hold time, and record whether the polarization has reversed. The hold time has to be chosen, and the choice affects the answer. Just above the true threshold the state does switch, but slowly, so a short hold reports "no switching" and the threshold comes out too high. To choose the hold time, or to correct for it, one needs the switching time as a function of the excess field.

For a uniform, overdamped polarization this time diverges as the inverse square root of the excess field. The derivation below gives the coefficient, the first two corrections and the conditions under which the law holds.

## Equation of motion and assumptions

Let $G_0(P)$ be the free-energy density at zero field, $P$ the uniform polarization and $E$ the field across the ferroelectric. With $f(P)=dG_0/dP$, the overdamped Landau-Khalatnikov equation is

$$\rho\frac{dP}{dt}=-\frac{\partial}{\partial P}\left[G_0(P)-EP\right]=E-f(P). \tag{1}$$

The viscosity $\rho>0$ is constant and has the unit Ω m, so that both sides are fields. Equation (1) is a mean-field, deterministic description: it leaves out thermal noise, domain nucleation, inertia and any series impedance that would make $E$ vary during switching.

The field is switched on at $t=0$ and then held. The initial polarization $P_i$ lies in the negative well, and switching is timed at a chosen $P_f$. Suppose $f$ has a local maximum at $P_s$, with $P_i<P_s<P_f$. Define

$$E_c=f(P_s),\qquad \varepsilon=E-E_c,\qquad \kappa=-\tfrac12 f''(P_s). \tag{2}$$

The derivation assumes three conditions:

- $f$ is smooth and $\kappa>0$, so the maximum is quadratic.
- $P_i$ and $P_f$ stay fixed, away from $P_s$, as $\varepsilon\to0^+$.
- $f(P)<E_c$ at every other point of the closed path from $P_i$ to $P_f$.

The third condition excludes a second obstacle on the way. It also keeps $P_f$ short of the final equilibrium, which a solution of (1) approaches exponentially and does not reach in finite time.

**Why $P_s$ is the threshold.** Near $P_s$ put $x=P-P_s$. Since $f'(P_s)=0$, Taylor expansion gives $f=E_c-\kappa x^2+O(x^3)$, and (1) becomes

$$\rho\frac{dx}{dt}=\varepsilon+\kappa x^2+O(x^3). \tag{3}$$

For small $\varepsilon<0$ the right side vanishes near $x=\pm\sqrt{|\varepsilon|/\kappa}$. Its derivative, $2\kappa x$, is negative at the left root, which is therefore stable and blocks a state arriving from below. At $\varepsilon=0$ the two roots merge, and for $\varepsilon>0$ they are gone. What remains is a narrow region in which the driving force is positive but small.

## The transit integral

For $\varepsilon>0$ the third condition makes $E-f(P)$ positive along the whole path. The polarization then rises monotonically, and (1) can be separated:

$$T=\rho\int_{P_i}^{P_f}\frac{dP}{E-f(P)}. \tag{4}$$

Keeping only the quadratic form (3) on $|x|<\delta$ gives

$$\rho\int_{-\delta}^{\delta}\frac{dx}{\varepsilon+\kappa x^2}
=\frac{2\rho}{\sqrt{\kappa\varepsilon}}\arctan\!\left(\delta\sqrt{\frac{\kappa}{\varepsilon}}\right)
\longrightarrow\frac{\pi\rho}{\sqrt{\kappa\varepsilon}}. \tag{5}$$

This suggests the law, but the neglected cubic term needs care. Expanded naively, it contributes an integrand that behaves as $1/x$ outside the bottleneck, and this could produce a logarithm. A change of variable settles the matter.

## Proof of the law, with its corrections

Write $h(x)=E_c-f(P_s+x)$, so that the denominator in (4) is $\varepsilon+h$. Near $x=0$, $h=\kappa x^2[1+r(x)]$ with $r$ smooth and $r(0)=0$. Define

$$y=\sqrt{\kappa}\,x\sqrt{1+r(x)},\qquad y^2=h(x). \tag{6}$$

Because $dy/dx=\sqrt\kappa>0$ at $x=0$, this map is smooth and invertible in a neighbourhood of zero. Choose a fixed $Y$ small enough that $-Y\le y\le Y$ lies in that neighbourhood and inside the path. With $g(y)=dx/dy$, the inner part of the time is

$$T_{\rm in}=\rho\int_{-Y}^{Y}\frac{g(y)\,dy}{\varepsilon+y^2},\qquad g=g_0+g_1y+g_2y^2+\dots,\qquad g_0=\frac1{\sqrt\kappa}. \tag{7}$$

The odd part of $g$ integrates to zero on the symmetric interval, so there is no logarithm. For the constant term, $\arctan z=\pi/2-\arctan(1/z)$ gives

$$\int_{-Y}^{Y}\frac{dy}{\varepsilon+y^2}=\frac{2}{\sqrt\varepsilon}\arctan\frac{Y}{\sqrt\varepsilon}=\frac{\pi}{\sqrt\varepsilon}-\frac2Y+O(\varepsilon). \tag{8}$$

For the quadratic term, write $y^2=(\varepsilon+y^2)-\varepsilon$ and use (8):

$$\int_{-Y}^{Y}\frac{y^2\,dy}{\varepsilon+y^2}=2Y-\pi\sqrt\varepsilon+O(\varepsilon). \tag{9}$$

The rest of the even part, $R(y)$, is $O(y^4)$. Its integral is $\int R/y^2\,dy$ minus $\varepsilon\int R/[y^2(\varepsilon+y^2)]\,dy$, and the second piece is at most $\varepsilon\int|R|/y^4\,dy=O(\varepsilon)$. On the outer parts of the path $h$ has a positive minimum, so $1/(\varepsilon+h)=1/h+O(\varepsilon)$ uniformly. Adding everything,

$$T=\frac{\pi\rho}{\sqrt{\kappa\varepsilon}}+C-\pi\rho g_2\sqrt\varepsilon+O(\varepsilon). \tag{10}$$

The first term is the stated divergence; call it $T_0$. The constant $C$ collects all terms independent of $\varepsilon$. It cannot depend on the auxiliary $Y$, since $T$ does not, so it may be evaluated for $Y\to0$, where the terms $2g_2Y$ and $\int R/y^2\,dy$ vanish:

$$C=\rho\lim_{Y\to0}\left[\int_{\rm outer}\frac{dx}{h(x)}-\frac{2}{\sqrt\kappa\,Y}\right]. \tag{11}$$

The endpoints enter $C$ but not $T_0$. The reason is visible in (5): with $\delta=\sqrt{\varepsilon/\kappa}$ the arctangent is $\pi/4$, half its limiting value. Half of the leading time is spent within

$$|P-P_s|<\sqrt{\varepsilon/\kappa}, \tag{12}$$

a region that shrinks as threshold is approached. The speed there is of order $\varepsilon/\rho$ and the width of order $\sqrt{\varepsilon/\kappa}$; their ratio gives a time of order $\rho/\sqrt{\kappa\varepsilon}$.

## The quartic Landau energy

Take $G_0=\tfrac12aP^2+\tfrac14bP^4$ with $a<0<b$, so $f=aP+bP^3$. The condition $f'=a+3bP^2=0$ gives $P=\pm p$, with

$$p=\sqrt{\frac{|a|}{3b}},\qquad a=-3bp^2. \tag{13}$$

Since $f''=6bP$ is negative at $P=-p$, the maximum is $P_s=-p$. There $f(-p)=3bp^3-bp^3$ and $-f''/2=3bp$, so

$$E_c=2bp^3,\qquad \kappa=3bp. \tag{14}$$

To obtain $h$ in full, insert $P=-p+x$:

$$f=3bp^3-3bp^2x+b(-p^3+3p^2x-3px^2+x^3)=2bp^3-3bpx^2+bx^3,$$

$$h(x)=bx^2(3p-x). \tag{15}$$

Thus $h>0$ for every $x<3p$ except $x=0$. The path condition holds for any $P_f<2p$.

**Leading term.** Let $e=\varepsilon/E_c$ and $\tau_0=\rho/|a|$. From (14), $\kappa\varepsilon=(3bp)(2bp^3e)=6b^2p^4e$. Its square root is $\sqrt6\,bp^2\sqrt e=\sqrt6\,|a|\sqrt e/3$, because $bp^2=|a|/3$. Hence

$$T_0=\frac{3\pi\rho}{\sqrt6\,|a|\sqrt e}=\pi\sqrt{\frac32}\,\frac{\tau_0}{\sqrt e}. \tag{16}$$

**Offset.** Partial fractions give

$$\frac1{x^2(3p-x)}=\frac1{3px^2}+\frac1{9p^2x}+\frac1{9p^2(3p-x)}, \tag{17}$$

as the common numerator $3p(3p-x)+x(3p-x)+x^2=9p^2$ confirms. An antiderivative of $1/h$ on either side of zero is therefore

$$F(x)=\frac1b\left[-\frac1{3px}+\frac1{9p^2}\ln\frac{|x|}{3p-x}\right]. \tag{18}$$

Let the path run from $x=-Ap$ to $x=Bp$, and let $x_\pm$ be the points where $y=\pm Y$. The outer integral is $F(x_-)-F(-Ap)+F(Bp)-F(x_+)$.

The points $x_\pm$ follow from inverting (6). Put $u=y/\sqrt\kappa$ and $\beta=b/\kappa=1/(3p)$. Then

$$u=x\sqrt{1-\beta x}=x-\tfrac12\beta x^2-\tfrac18\beta^2x^3+\dots \tag{19}$$

Insert $x=u+c_2u^2+c_3u^3+\dots$. The coefficient of $u^2$ must vanish, so $c_2=\beta/2$. The coefficient of $u^3$ is $c_3-\beta c_2-\beta^2/8$, so $c_3=5\beta^2/8$. Thus

$$x=u+\tfrac12\beta u^2+\tfrac58\beta^2u^3+\dots \tag{20}$$

At $u=\pm Y/\sqrt\kappa$ this gives $1/x_\pm=\pm\sqrt\kappa/Y-\beta/2+O(Y)$. The constants $\beta/2$ cancel in the difference, and

$$\frac1{3pb}\left(\frac1{x_+}-\frac1{x_-}\right)=\frac{1}{\kappa}\,\frac{2\sqrt\kappa}{Y}+O(Y)=\frac2{\sqrt\kappa\,Y}+O(Y),$$

which is what (11) subtracts. The logarithms at $x_\pm$ cancel as $Y\to0$, since $|x_-|/x_+\to1$. What is left is $C=\rho[F(Bp)-F(-Ap)]$. With $\rho/(bp^2)=3\tau_0$,

$$C=\tau_0\left\{-\frac1A-\frac1B+\frac13\ln\frac{B(3+A)}{A(3-B)}\right\}. \tag{21}$$

As $P_f$ approaches $2p$, $B\to3$ and the logarithm grows: this is the slow approach to the final equilibrium.

**Next term.** Differentiating (20), with $du/dy=1/\sqrt\kappa$,

$$g=\frac1{\sqrt\kappa}\left(1+\beta u+\tfrac{15}8\beta^2u^2+\dots\right),\qquad g_1=\frac{\beta}{\kappa},\qquad g_2=\frac{15\beta^2}{8\kappa^{3/2}}. \tag{22}$$

From (14), $\varepsilon/\kappa=2p^2e/3$. Relative to $T_0$, the third term of (10) is

$$-g_2\sqrt\kappa\,\varepsilon=-\frac{15}8\,\beta^2\frac\varepsilon\kappa=-\frac{15}8\cdot\frac1{9p^2}\cdot\frac{2p^2e}3=-\frac{5e}{36}.$$

Therefore

$$T=T_0\left(1-\frac{5e}{36}\right)+C+O(\tau_0e). \tag{23}$$

The correction $5e/36$ multiplies a time proportional to $e^{-1/2}$, so it is of order $\sqrt e$ in time.

## Worked example

The model parameters are round values, not a fit to a material: $a=-2\times10^9$ V m/C, $b=5\times10^{10}$ V m⁵/C³ and $\rho=2$ Ω m. Then $\tau_0=2/(2\times10^9)$ s $=1$ ns. Equation (13) gives $p=\sqrt{2\times10^9/(1.5\times10^{11})}$ C/m², or 11.55 µC/cm², and (14) gives $E_c=1539.6$ kV/cm (1.54 MV/cm).

The film starts in its zero-field remanent state, where $f=0$ and $P_i=-\sqrt{|a|/b}=-\sqrt3\,p=-20$ µC/cm². Switching is timed at $P=0$. Hence $A=\sqrt3-1=0.732$ and $B=1$, and (21) gives

$$C=\left[-1.366-1+\tfrac13\ln\frac{3.732}{2\times0.732}\right]\text{ns}=-2.054\ \text{ns}.$$

At $e=10^{-2}$, an excess of 15.4 kV/cm, (16) gives $T_0=3.8477/0.1=38.48$ ns. Adding $C$ gives 36.42 ns, and the next term, $-38.48\times0.05/36=-0.053$ ns, brings this to 36.37 ns. The transit integral (4) is 36.38 ns. The table lists times in ns.

| $e$ | Integral | $T_0$ | $T_0+C$ | Eq. (23) |
|---|---:|---:|---:|---:|
| $10^{-1}$ | 10.045 | 12.167 | 10.113 | 9.944 |
| $10^{-2}$ | 36.379 | 38.477 | 36.422 | 36.369 |
| $10^{-3}$ | 119.603 | 121.673 | 119.619 | 119.602 |
| $10^{-4}$ | 382.706 | 384.765 | 382.711 | 382.706 |

Relative to the integral, the leading law is too long by 21% at $e=10^{-1}$, 5.8% at $10^{-2}$ and 0.5% at $10^{-4}$. At $e=10^{-1}$ the next term makes the estimate worse: it subtracts 0.169 ns where 0.068 ns was needed. The remainder left by (23) is 0.101 ns there and 0.010 ns at $e=10^{-2}$, in line with its order $\tau_0e$. At the larger excess it is positive and cancels much of the next term. Direct time integration of (1) was tested against the integral for the three smaller values of $e$ and agrees to a relative accuracy of $10^{-6}$.

**The apparent exponent.** The negative offset makes a log-log plot steeper than the asymptotic law. Differentiating $T_0+C$ with $T_0\propto\varepsilon^{-1/2}$,

$$\frac{d\ln T}{d\ln\varepsilon}\simeq-\frac12\,\frac{T_0}{T_0+C}. \tag{24}$$

At $e=10^{-2}$ this is $-0.5\times38.48/36.42=-0.528$; the integral gives $-0.529$. At $e=10^{-1}$ the integral gives $-0.604$, and at $10^{-4}$ it gives $-0.503$. A fitted exponent of $-0.6$ at ten percent excess field is thus compatible with the inverse-root law.

**The bottleneck.** At $e=10^{-4}$ the half-width in (12) is $p\sqrt{2e/3}=0.094$ µC/cm², less than one percent of $p$. The polarization spends 192.4 ns of its 382.7 ns there. This is half of $T_0$; as a share of the shorter total it is 50.3%.

**Choosing the hold time.** Solving $T_0+C=t_h$ for the excess field at which switching just fits into a hold $t_h$ gives

$$e_h\simeq\frac{3\pi^2}{2}\left(\frac{\tau_0}{t_h-C}\right)^2. \tag{25}$$

For $t_h=100$ ns, $e_h=(3.848/102.05)^2=1.4\times10^{-3}$, so the search places the threshold about 2.2 kV/cm too high. Halving this error takes about $\sqrt2$ times the hold. For $t_h=10$ ns the error is about 10%. With several measured times one can instead use

$$(T-C)^{-2}\simeq\frac{\kappa}{\pi^2\rho^2}\,(E-E_c), \tag{26}$$

which is linear in $E$ near threshold. With $C$ as a fit parameter, the intercept on the field axis gives $E_c$ and the slope gives $\kappa/\rho^2$, not $\kappa$ and $\rho$ separately.

## Starting points that change the result

If the film starts at $P_s$ itself, the interval in (7) runs from $0$ to $Y$. The constant term gives half of its former value, and the linear term no longer cancels:

$$\int_0^Y\frac{g_1y\,dy}{\varepsilon+y^2}=\frac{g_1}2\ln\frac{\varepsilon+Y^2}{\varepsilon}.$$

For the quartic energy $\rho g_1=\rho/(9bp^2)=\tau_0/3$, hence

$$T=\frac{T_0}2+\frac{\tau_0}6\ln\frac1e+O(\tau_0). \tag{27}$$

At $e=10^{-8}$ the computed ratio $T/T_0$ is 0.50005.

A start beyond $P_s$ avoids the bottleneck, and $T$ tends to a finite value. For $P_i=-p/2$ the path runs from $x=p/2$ to $x=p$, and (18) gives at threshold

$$\rho\left[F(p)-F(p/2)\right]=\tau_0\left[1+\tfrac13\ln\tfrac52\right]=1.305\ \text{ns},$$

as the integral does at $e=10^{-8}$.

Below threshold, a film that starts in its remanent state does not switch within (1); only a start beyond the unstable root of $f(P)=E$ still does. The right root of (3) approximates it: at $e=-0.01$ the quadratic estimate is $-10.60$ µC/cm² and the exact root is $-10.59$ µC/cm². At $e=-0.01$ the left root of (3) predicts $P\simeq-p-p\sqrt{0.02/3}=-12.49$ µC/cm². Time integration settles at $-12.48$ µC/cm²; the small difference comes from the cubic term dropped in (3).

## A first-order energy and a flatter maximum

The proof of (10) did not use the quartic form. A second case is a sextic energy with a first-order character, in dimensionless units with $\rho=1$:

$$f=0.1P-P^3+P^5. \tag{28}$$

Setting $f'=0.1-3P^2+5P^4=0$ gives $P^2=(3\pm\sqrt7)/10$. The upper sign with $P<0$ is the spinodal of the negative polar state. There $f''=P_s(20P_s^2-6)=2\sqrt7\,P_s<0$, so $\kappa=\sqrt7\,|P_s|$. The path runs from the negative polar state at zero field to $P=0.5$. It passes a second maximum of $f$ at positive $P$, but for $0<P\le0.5$ one has $f<0.1P\le0.05$, below $E_c\approx0.11$. The path condition therefore holds. At $\varepsilon=10^{-8}$ the integral is 1.0003 times $\pi/\sqrt{\kappa\varepsilon}$.

The condition $\kappa>0$ is essential. If the maximum is flat to fourth order, $h\simeq\lambda x^4$ with $\lambda>0$, the substitution $x=(\varepsilon/\lambda)^{1/4}s$ gives

$$T\simeq\frac{\rho}{\lambda^{1/4}\varepsilon^{3/4}}\int_{-\infty}^{\infty}\frac{ds}{1+s^4}, \tag{29}$$

and the exponent is $-3/4$, which the numerical test confirms. The inverse root thus reflects the quadratic maximum of $f$. In the quartic model with $a<0<b$ that maximum is always quadratic, since $\kappa=3bp>0$.

## Where the law stops applying to a film

Close to threshold the driving force in the bottleneck is only about $\varepsilon$, so a small additional force, such as thermal noise or a drift of the source field, matters most there. Thermal noise can carry the polarization across a small remaining barrier below $E_c$, and it cuts off the divergence. From (3) the barrier per volume is $\tfrac43|\varepsilon|^{3/2}/\sqrt\kappa$. For a uniformly switching cube of side 10 nm with the parameters of the example, it equals $k_BT$ at 300 K when $|e|\approx4\times10^{-3}$. For a grain of that size the rows $e=10^{-3}$ and $10^{-4}$ of the table, and the 100 ns hold, already lie in the range where noise cannot be neglected. Nucleation of reversed domains can switch a film at fields where the uniform state is still stable; the threshold seen is then not the homogeneous spinodal. A drifting source makes $\varepsilon$ depend on time, and (4) no longer follows from (1). A series resistance $R$ also makes the field across the film vary, but it leaves the exponent unchanged. For a film of area $S$ and thickness $d$, counting only the polarization current $S\,dP/dt$, a source voltage $V$ gives $E=V/d-(RS/d)\,dP/dt$. Equation (1) then holds with $V/d$ in place of $E$ and $\rho+RS/d$ in place of $\rho$, so the inverse root survives, with a coefficient larger by the factor $1+RS/(\rho d)$. This factor can be large: for $R=50$ Ω, $d=10$ nm and a square film 100 µm on a side, $RS/d=50$ Ω m, against $\rho=2$ Ω m in the example. The slope in (26) then gives $\kappa/(\rho+RS/d)^2$. The background dielectric current has been left out. Its charging time $R\epsilon_0\epsilon_rS/d$ is about 11 ns in this geometry for $\epsilon_r=25$, comparable to $(\rho+RS/d)/|a|=26$ ns, so in such a film the offset $C$ does not follow from the rescaling and has to be fitted. A measured divergence of the form (26) is consistent with uniform overdamped switching, but its absence does not refute the Landau energy.

## Table of computed values

```
a = -2.000e+09 V m/C
b = 5.000e+10 V m^5/C^3
rho = 2.000 ohm m
tau0 = rho/|a| = 1.0000 ns
Remanent polarization = 20.0000 uC/cm^2
Spinodal polarization Ps = -11.5470 uC/cm^2
Spinodal field Ec = 1539.601 kV/cm
kappa = 1.73205e+10 V m^3/C^2
Reduced prefactor pi*sqrt(3/2) = 3.84765
Offset C for stop at P=0 = -2.05412 ns
Start: negative remanent state; stop: P=0
e = 1e-01: excess field = 153.9601 kV/cm
  transit integral = 10.0451 ns
  leading law = 12.1673 ns
  leading + offset = 10.1132 ns
  with next term = 9.9442 ns
  local exponent = -0.60432
e = 1e-02: excess field = 15.3960 kV/cm
  transit integral = 36.3792 ns
  leading law = 38.4765 ns
  leading + offset = 36.4224 ns
  with next term = 36.3689 ns
  local exponent = -0.52928
e = 1e-03: excess field = 1.5396 kV/cm
  transit integral = 119.6034 ns
  leading law = 121.6734 ns
  leading + offset = 119.6192 ns
  with next term = 119.6023 ns
  local exponent = -0.50872
e = 1e-04: excess field = 0.1540 kV/cm
  transit integral = 382.7056 ns
  leading law = 384.7649 ns
  leading + offset = 382.7108 ns
  with next term = 382.7055 ns
  local exponent = -0.50270
Time integration, e = 1e-02: 36.3792 ns
Time integration, e = 1e-03: 119.6034 ns
Time integration, e = 1e-04: 382.7056 ns
Bottleneck half-width, e=1e-4: 0.09428 uC/cm^2
Time in bottleneck, e=1e-4: 192.3825 ns
Bottleneck time share, e=1e-4: 0.50269
Blocked P at e=-0.01: -12.4774 uC/cm^2
Start at Ps, e=1e-8: T/leading = 0.50005
Start at Ps/2, e=1e-8: T = 1.30543 ns
Sextic energy, excess 1e-8: T/leading = 1.000262
Fourth-order maximum: exponent = -0.75000
```
